# A charge in a uniform field: Airy states and Avron–Herbst propagator

## Two numbers to explain

An electron is prepared as a Gaussian packet of width 2 bohr, moving with mean momentum −0.5 atomic units against a constant force of 0.1 hartree/bohr. After 12 atomic units of time, about 0.29 fs, its width is 3.606 bohr. With the force switched off, the width would also be 3.606 bohr. Yet the force has moved the packet by 7.2 bohr, more than three times its initial width.

The second number concerns energy. The packet starts centred at $x=0$, where the potential energy is taken as zero, and its mean energy is positive. An energy measurement would nevertheless give a negative value with probability 0.254. Both facts follow from the solution of one first-order differential equation.

## Setting and conventions

A nonrelativistic particle of mass $m$ and charge $q$ moves on the whole line in a uniform static field $\mathcal E$. The force is $F=q\mathcal E$, and

$$H=\frac{p^2}{2m}-Fx,\qquad F>0 .$$

For an electron, $F>0$ means that the field points towards negative $x$. The case $F<0$ follows by reflecting $x$. The eigenfunctions below require $F\neq0$.

With $\langle x|p\rangle=e^{ipx/\hbar}/\sqrt{2\pi\hbar}$, the momentum amplitude is

$$\psi(p)=\frac1{\sqrt{2\pi\hbar}}\int e^{-ipx/\hbar}\psi(x)\,dx .$$

Applying $i\hbar\,d/dp$ brings down $i\hbar(-ix/\hbar)=x$. Position therefore acts as $x=i\hbar\,d/dp$. Integrals without limits run over the whole line.

## The eigenfunctions in momentum space

In position space the eigenvalue equation is of second order. In momentum space it is of first order, because the potential is linear in $x$:

$$\frac{p^2}{2m}\phi-i\hbar F\frac{d\phi}{dp}=E\phi .$$

Move the kinetic term to the right and divide by $-i\hbar F$, using $1/(-i)=i$:

$$\frac{d\phi}{dp}=\frac{i}{\hbar F}\left(E-\frac{p^2}{2m}\right)\phi .$$

Integration gives one solution for every real $E$, up to a constant $N$:

$$\phi_E(p)=N\exp\left[\frac{i}{\hbar F}\left(Ep-\frac{p^3}{6m}\right)\right].$$

Its modulus is constant, so it is not square integrable. It is a generalized eigenfunction, to be used under an energy integral, like a plane wave.

To fix $N$, take the overlap of two energies. The cubic phases cancel:

$$\int\phi_E^*\phi_{E'}\,dp=|N|^2\int e^{i(E'-E)p/(\hbar F)}dp
=|N|^2\,2\pi\hbar F\,\delta(E-E').$$

The factor $\hbar F$ comes from the substitution $p=\hbar Fk$. Energy normalization means that the right side is $\delta(E-E')$. Choosing $N>0$,

$$\phi_E(p)=\frac1{\sqrt{2\pi\hbar F}}\,e^{iEp/(\hbar F)}e^{-i\theta(p)},\qquad
\theta(p)=\frac{p^3}{6m\hbar F}.$$

## Completeness

Completeness says that any square-integrable $\psi(p)$ can be rebuilt from its energy amplitudes

$$c(E)=\int\phi_E^*(p)\psi(p)\,dp
=\frac1{\sqrt{2\pi\hbar F}}\int e^{-iEp/(\hbar F)}e^{i\theta(p)}\psi(p)\,dp .$$

Set $p=\hbar Fk$ and define $g(k)=\sqrt{\hbar F}\,e^{i\theta(p)}\psi(p)$. Since $dp=\hbar F\,dk$,

$$c(E)=\frac1{\sqrt{2\pi}}\int e^{-iEk}g(k)\,dk .$$

This is an ordinary Fourier transform. Plancherel's theorem states that it preserves the norm and maps the square-integrable functions onto themselves. Hence

$$\int|c(E)|^2dE=\int|g(k)|^2dk=\int|\psi(p)|^2dp .$$

The last equality holds because $|e^{i\theta}|=1$ and $\hbar F\,dk=dp$. The inverse transform is $g(k)=(2\pi)^{-1/2}\int e^{iEk}c(E)\,dE$. Dividing by $\sqrt{\hbar F}\,e^{i\theta(p)}$ gives

$$\psi(p)=\int\phi_E(p)c(E)\,dE .$$

This proves completeness. For a general square-integrable state, the integrals are understood as mean-square limits of integrals over finite ranges.

A finite energy range shows how the limit works. For $|E|<\Lambda$ and $r=p-p'$,

$$\int_{-\Lambda}^{\Lambda}\phi_E(p)\phi_E^*(p')\,dE
=e^{-i[\theta(p)-\theta(p')]}\,\frac{\sin[\Lambda r/(\hbar F)]}{\pi r}.$$

As $\Lambda$ grows, the central peak of the last factor narrows. Away from the peak the factor does not shrink but oscillates ever faster, so that under an integral with a smooth, rapidly decreasing function it acts as $\delta(r)$. The phase in front equals one at $p=p'$, so the limit is $\delta(p-p')$.

Both signs of $E$ are needed. If negative energies are omitted, the squared norm lost is $\int_{-\infty}^0|c|^2dE$.

## The Hamiltonian as multiplication by energy

For a smooth, rapidly decreasing $\psi$, integration by parts moves the derivative in $H$ onto $\phi_E^*$ without boundary terms:

$$\int\phi_E^*\,H\psi\,dp=\int(H\phi_E)^*\psi\,dp=E\,c(E).$$

The map $\psi\to c$ thus turns $H$ into multiplication by $E$. The domain of $H$ consists of the states for which $Ec(E)$ is square integrable. Multiplication by a real variable on this domain is self-adjoint, so the time evolution is unitary.

The spectrum is the whole real line. There is no bound state: $Ec(E)=E_0c(E)$ forces $c$ to vanish except at the single point $E_0$, and such a function has zero norm.

The same result can be written as an operator identity. Act on a test function $f(p)$:

$$e^{-i\theta}(-Fx)e^{i\theta}f
=-i\hbar F\,e^{-i\theta}\frac{d}{dp}\left(e^{i\theta}f\right)
=-i\hbar F\frac{df}{dp}+\hbar F\frac{d\theta}{dp}f .$$

Since $\hbar F\,d\theta/dp=p^2/2m$,

$$H=e^{-i\theta(p)}(-Fx)\,e^{i\theta(p)} .$$

The kinetic energy has been absorbed into a momentum-dependent phase.

## The Airy function in position space

Fourier transformation of $\phi_E$ gives

$$\psi_E(x)=\frac1{2\pi\hbar\sqrt F}\int
\exp\left\{\frac i\hbar\left[p\left(x+\frac EF\right)-\frac{p^3}{6mF}\right]\right\}dp .$$

Introduce the length $\ell$ and the variables $s$ and $z$:

$$\ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\qquad p=-\frac{\hbar s}{\ell},\qquad
z=-\frac{x+E/F}{\ell}.$$

The linear phase becomes $sz$. The cubic phase becomes

$$-\frac{p^3}{6m\hbar F}=\frac{\hbar^2s^3}{6mF\ell^3}=\frac{s^3}{3},$$

because $\ell^3=\hbar^2/(2mF)$. The minus sign in $dp=-(\hbar/\ell)ds$ is removed by reversing the limits. With the standard integral

$$\mathrm{Ai}(z)=\frac1{2\pi}\int e^{i(s^3/3+sz)}ds,$$

the eigenfunction is

$$\boxed{\psi_E(x)=\frac1{\ell\sqrt F}\,\mathrm{Ai}\left(-\frac{x+E/F}{\ell}\right)} .$$

The integral converges through oscillation. Replacing $s$ by $s+i\kappa$ with $\kappa>0$ makes it absolutely convergent, since

$$\frac i3(s+i\kappa)^3=\frac{is^3}{3}-\kappa s^2-i\kappa^2s+\frac{\kappa^3}{3}$$

contains the damping $-\kappa s^2$. The vertical pieces joining the two contours at $s=\pm R$ vanish as $R\to\infty$, so the value is unchanged.

The Airy equation $\mathrm{Ai}''=z\mathrm{Ai}$ confirms the signs. With $\hbar^2/(2m)=F\ell^3$,

$$-\frac{\hbar^2}{2m}\psi_E''=-F\ell z\,\psi_E=(Fx+E)\psi_E ,$$

which is $H\psi_E=E\psi_E$. The second solution in position space, $\mathrm{Bi}(z)$, grows faster than exponentially as $x\to-\infty$ and does not appear in the complete set just found.

## What energy normalization means

The classical turning point is $x=-E/F$. Changing $E$ slides the same function along the line. To its left the wave decays; to its right it oscillates.

Far to the right, put $z=-\xi$ with $\xi\gg1$. The phase $s^3/3-\xi s$ is stationary at $s=\pm\sqrt\xi$, where its second derivative is $2s$. Each point contributes to $\mathrm{Ai}$ a wave of modulus

$$\frac1{2\pi}\sqrt{\frac{2\pi}{2\sqrt\xi}}=\frac1{2\sqrt\pi\,\xi^{1/4}} .$$

One wave moves towards the turning point and the other away from it. The density of each in $\psi_E$ is $1/(4\pi\ell^2F\sqrt\xi)$.

The local speed $v$ obeys $mv^2/2=Fx+E=F\ell\xi$. From $\ell^3=\hbar^2/(2mF)$,

$$\hbar v=\hbar\sqrt{\frac{2F\ell\xi}{m}}=2F\ell^2\sqrt\xi .$$

Each density is therefore $1/(2\pi\hbar v)$, and each wave carries a flux of magnitude $1/(2\pi\hbar)$. To leading order far from the turning point, this is the flux of an energy-normalized free wave. The two fluxes cancel, as they must for a real function.

## The Avron–Herbst propagator

Let $U(t)=e^{-iHt/\hbar}$. The identity for $H$ carries over to its exponential:

$$U(t)=e^{-i\theta(p)}e^{iFtx/\hbar}e^{i\theta(p)} .$$

Multiplication by $e^{iax/\hbar}$ changes $\psi(p)$ into $\psi(p-a)$. Hence, for any function $f$,

$$f(p)\,e^{iax/\hbar}=e^{iax/\hbar}f(p+a),$$

since both sides turn $\psi(p)$ into $f(p)\psi(p-a)$. With $a=Ft$,

$$U(t)=e^{iFtx/\hbar}\exp\{-i[\theta(p+Ft)-\theta(p)]\}.$$

Now expand the cube:

$$\frac{(p+Ft)^3-p^3}{6mF}
=\frac{p^2t}{2m}+\frac{Ft^2p}{2m}+\frac{F^2t^3}{6m}.$$

The terms commute with one another, so their exponentials can be separated:

$$\boxed{U(t)=e^{-iF^2t^3/(6m\hbar)}\,e^{iFtx/\hbar}\,
e^{-iFt^2p/(2m\hbar)}\,e^{-ip^2t/(2m\hbar)}} .$$

This holds for either sign of $t$. Read from right to left, the factors give free motion, a displacement by $Ft^2/2m$, an impulse $Ft$, and a phase.

The phase belongs to this order of factors. Moving the impulse to the right of the displacement uses

$$e^{iFtx/\hbar}e^{-iFt^2p/(2m\hbar)}
=e^{iF^2t^3/(2m\hbar)}e^{-iFt^2p/(2m\hbar)}e^{iFtx/\hbar}.$$

The total phase is then $(-\tfrac16+\tfrac12)F^2t^3/(m\hbar)=F^2t^3/(3m\hbar)$.

## The gauge structure

Write $\psi=e^{iFtx/\hbar}\chi$. The exponential shifts momentum,

$$e^{-iFtx/\hbar}\,p\,e^{iFtx/\hbar}=p+Ft,$$

and its time derivative gives

$$i\hbar\,\partial_t\psi=e^{iFtx/\hbar}\left(i\hbar\,\partial_t-Fx\right)\chi .$$

Inserting both into the Schrödinger equation, the terms $-Fx\chi$ on the two sides cancel:

$$i\hbar\,\partial_t\chi=\frac{(p+Ft)^2}{2m}\chi .$$

This is the Hamiltonian $(p-qA)^2/2m$ with $A=-\mathcal Et$ and no scalar potential. It describes the same field, because $-\partial_tA=\mathcal E$.

In this gauge the canonical momentum $p$ is conserved, while the kinetic momentum is $p+Ft$. The Hamiltonians at different times commute, so the evolution is the phase

$$\exp\left[-\frac i\hbar\int_0^t\frac{(p+Fs)^2}{2m}ds\right].$$

Its integral is the expanded cube above. The factor $e^{iFtx/\hbar}$ is thus the gauge transformation back to the static potential.

## Packets and the kernel

Because $e^{-iap/\hbar}f(x)=f(x-a)$, a state evolves as

$$\psi(x,t)=e^{i[Ftx-F^2t^3/(6m)]/\hbar}\,
\psi_{\rm free}\left(x-\frac{Ft^2}{2m},t\right),$$

where $\psi_{\rm free}$ starts from the same state without the force. The prefactor has modulus one. The probability density is therefore the free density, rigidly displaced. This explains the equal widths.

The argument needs the same force at every point. A force that varies with $x$ accelerates different parts of the packet differently, and the formula also fails once the packet reaches a wall or the edge of the field.

For $t>0$ the free kernel follows by completing the square. With $y=x-x'$,

$$\frac{py}{\hbar}-\frac{p^2t}{2m\hbar}
=\frac{my^2}{2\hbar t}-\frac{t}{2m\hbar}\left(p-\frac{my}{t}\right)^2 .$$

The Fresnel integral over $p$ is $\sqrt{2\pi m\hbar/(it)}$. Dividing by $2\pi\hbar$,

$$K_0=\sqrt{\frac{m}{2\pi i\hbar t}}\;e^{imy^2/(2\hbar t)} .$$

Now replace $y$ by $y-Ft^2/2m$ and add the phases of the Avron–Herbst form. The exponent, multiplied by $\hbar/i$, is

$$\frac{my^2}{2t}-\frac{Fty}{2}+\frac{F^2t^3}{8m}+Ftx-\frac{F^2t^3}{6m}.$$

The linear terms combine to $Ft(x+x')/2$, and $\tfrac18-\tfrac16=-\tfrac1{24}$. Thus

$$K=\sqrt{\frac{m}{2\pi i\hbar t}}\exp\left\{\frac i\hbar\left[
\frac{m(x-x')^2}{2t}+\frac{Ft(x+x')}{2}-\frac{F^2t^3}{24m}\right]\right\}.$$

At fixed $t$, the limit $F\to0$ gives the free kernel smoothly. The individual Airy states behave differently at fixed $x$. For $E<0$ they tend to zero, because the turning point recedes to the right and leaves $x$ deep in the forbidden region. For $E>0$ they have no limit, because their phase grows without bound. For $E=0$ their amplitude grows as $F^{-1/6}$.

## The packet in numbers

In atomic units, $\hbar=m=1$. The model values are $F=0.1$, $\sigma=2$, $p_0=-0.5$ and $t=12$, and the initial state is

$$\psi(x,0)=(2\pi\sigma^2)^{-1/4}e^{-x^2/(4\sigma^2)+ip_0x}.$$

The field strength is $5.14\times10^{10}$ V/m, about 5 V/Å. This is a model value for a free electron, chosen for convenient numbers. It exceeds 1/16 atomic unit, the field that lowers the Coulomb barrier of hydrogen to the ground-state energy, and it lies far above the static breakdown fields of solids. The Airy length is $\ell=(1/0.2)^{1/3}=1.710$ bohr, and the corresponding energy is $F\ell=0.171$ hartree.

**Energy.** The momentum spread is $\sigma_p=1/(2\sigma)=0.25$. Since $\langle x\rangle=0$,

$$\langle H\rangle=\frac{p_0^2+\sigma_p^2}{2}
=\frac{0.25+0.0625}{2}=0.15625\ \text{hartree}.$$

For the spread, write $p=p_0+u$. The Gaussian moments $\langle u^2\rangle=\sigma_p^2$ and $\langle u^4\rangle=3\sigma_p^4$ give the kinetic variance $p_0^2\sigma_p^2+\sigma_p^4/2$. The potential adds $F^2\sigma^2$. The kinetic–potential correlation vanishes because the envelope is real and even. Thus

$$(\Delta E)^2=0.015625+0.001953+0.04=0.057578,$$

so $\Delta E=0.240$ hartree. This exceeds the mean, which makes a sizeable negative-energy share possible. Numerical quadrature of the overlap with the Airy functions gives $c(E)$, and integrating $|c|^2$ over $E<0$ gives 0.254. The largest contribution to the variance is the potential term: the packet extends over a range of potential energies.

The reconstruction of $\psi(p)$ from $|E|<\Lambda$ shows what completeness requires in practice. The errors below are the largest for momenta within 1 atomic unit of $p_0$, relative to the peak amplitude, with both integrals done by quadrature.

| $\Lambda$ (hartree) | Relative error |
|---|---|
| 0.5 | 0.198 |
| 1 | 0.0168 |
| 2 | $4.4\times10^{-5}$ |

The missing part is the integral of $\phi_Ec(E)$ over $|E|>\Lambda$. Its modulus is at most $(2\pi F)^{-1/2}\int_{|E|>\Lambda}|c|\,dE$, so the error falls with the tails of $c(E)$.

**Motion.** The impulse is $Ft=1.2$, which changes the mean momentum from −0.5 to 0.7. The mean position is

$$p_0t+\frac{Ft^2}{2}=-6+7.2=1.2\ \text{bohr}=0.0635\ \text{nm}.$$

The mean reverses at $t=0.5/0.1=5$. For the width, free motion gives $x(t)=x+pt$. The initial position and momentum are uncorrelated, so the variances add:

$$\sigma_t^2=\sigma^2+\sigma_p^2t^2=4+0.0625\times144=13,$$

and $\sigma_t=3.606$ bohr, with or without the force.

**Amplitude and phase.** The initial momentum amplitude is $(2\sigma^2/\pi)^{1/4}e^{-\sigma^2(p-p_0)^2}$, and free motion multiplies it by $e^{-ip^2t/2}$. Transform back to position with $p=p_0+u$ and $\gamma=1+it/(2\sigma^2)$. The exponent under the integral is $ip_0x-ip_0^2t/2+iu(x-p_0t)-\sigma^2\gamma u^2$. The Gaussian integral $\int e^{-\sigma^2\gamma u^2+iub}du=\sqrt{\pi/(\sigma^2\gamma)}\,e^{-b^2/(4\sigma^2\gamma)}$, with $b=x-p_0t$ and the prefactor $(2\pi)^{-1/2}(2\sigma^2/\pi)^{1/4}$, gives

$$\psi_{\rm free}(x,t)=\frac{(2\pi\sigma^2)^{-1/4}}{\sqrt\gamma}
\exp\left[-\frac{(x-p_0t)^2}{4\sigma^2\gamma}+ip_0x-\frac{ip_0^2t}{2}\right].$$

At $x=2$ bohr the free function is needed at $2-7.2=-5.2$, which lies 0.8 from its centre at −6. Here $\gamma=1+1.5i$. The plane-wave phase is $2.6-1.5=1.1$, the impulse phase is $Ftx=2.4$, and the cubic phase is $-F^2t^3/6=-2.88$ rad. Together with the complex Gaussian factor they give

$$\psi(2,12)=0.3250+0.0481i\ \text{bohr}^{-1/2}.$$

Diagonalizing $H$ on a grid of 401 points between −40 and 40 bohr, and evolving the same initial packet, gives the same value to these digits.

The cubic phase drops out of all expectation values in this one state. It matters when phases are compared. Because it depends on $F^2$, it enters a superposition with a state that evolved under a force of different magnitude. Because it depends on $t^3$, it also enters overlaps between different times under the same force, such as $\langle\psi(0)|\psi(t)\rangle=\int|c(E)|^2e^{-iEt/\hbar}dE$, which encodes the energy distribution.

All numerical values are calculated from the stated model.
